# Why a Scissors Correction Shifts or Weakens the Imaginary Permittivity: test program

```python
"""
Result under test: a scissors operator Delta*P_c (P_c = conduction projector)
with fixed orbitals shifts the imaginary permittivity rigidly,
    eps2_S(w) = eps2(w - Delta),
whereas old velocity elements used with the new energies give
    eps2_U(w) = ((w - Delta)/w)**2 * eps2(w - Delta).
Symbols: k crystal momentum, w transition or photon energy, x and v interband
position and velocity elements. The crystal tests use Hartree atomic units;
the film example uses eV and nm. Currents are per electron and per unit kick.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# ---------- one-dimensional crystal, one filled band ----------
period = 8.0
G = 2 * np.pi / period
waves = np.arange(-4, 5)
size = len(waves)
potential = 0.03
delta = 0.03
step = 1e-4


def crystal(k, strength=potential):
    coupling = np.eye(size, k=1) + np.eye(size, k=-1)
    return np.diag((k + G * waves)**2 / 2) + strength * coupling


def conduction_projector(k):
    valence = np.linalg.eigh(crystal(k))[1][:, 0]
    return np.eye(size) - np.outer(valence, valence)


def elements(k, strength=potential):
    """Gaps, velocity elements, and positions from differentiated orbitals."""
    energy, orbital = np.linalg.eigh(crystal(k, strength))
    valence = orbital[:, 0]
    neighbours = []
    for q in (k + step, k - step):
        u = np.linalg.eigh(crystal(q, strength))[1][:, 0]
        neighbours.append(u * np.sign(u @ valence))
    derivative = (neighbours[0] - neighbours[1]) / (2 * step)
    position = orbital[:, 1:].T @ derivative
    velocity = orbital[:, 1:].T @ ((k + G * waves) * valence)
    return energy[1:] - energy[0], velocity, position


# velocity-position relation and the velocity of the scissors Hamiltonian
for k in (0.11, 0.27, 0.37):
    gaps, velocity, position = elements(k)
    assert np.allclose(abs(velocity), gaps * abs(position), atol=2e-6)
    orbital = np.linalg.eigh(crystal(k))[1]
    plus = crystal(k + step) + delta * conduction_projector(k + step)
    minus = crystal(k - step) + delta * conduction_projector(k - step)
    v_scissors = orbital.T @ ((plus - minus) / (2 * step)) @ orbital
    v_old = orbital.T @ np.diag(k + G * waves) @ orbital
    assert np.allclose(v_scissors[1:, 0], velocity * (1 + delta / gaps),
                       atol=2e-6)
    assert np.allclose(v_scissors[1:, 1:], v_old[1:, 1:], atol=2e-6)
    assert abs(v_scissors[0, 0] - v_old[0, 0]) < 2e-6

# half the zone suffices by inversion symmetry
k_points = (np.arange(150) + 0.5) * (G / 2) / 150
time_step = 0.5
times = np.arange(0, 2000, time_step)
broadening = 0.003
kick = 1e-5


def kicked_current(scissors):
    """Linear current after a sudden unit step of the vector potential."""
    current = np.zeros(len(times))
    for k in k_points:
        start = np.linalg.eigh(crystal(k))[1][:, 0]
        for sign in (1, -1):
            q = k + sign * kick
            hamiltonian = crystal(q)
            flow = np.diag(q + G * waves)
            if scissors == "coupled":
                hamiltonian = hamiltonian + delta * conduction_projector(q)
                flow = flow + delta * (conduction_projector(q + step)
                                       - conduction_projector(q - step)) / (2 * step)
            elif scissors == "uncoupled":
                hamiltonian = hamiltonian + delta * conduction_projector(k)
            energy, orbital = np.linalg.eigh(hamiltonian)
            amplitude = np.exp(-1j * np.outer(times, energy)) * (orbital.T @ start)
            flow = orbital.T @ flow @ orbital
            value = np.sum(amplitude.conj() * (amplitude @ flow), axis=1).real
            current += sign * value / (2 * kick)
    return current / len(k_points)


window = np.exp(-(broadening * times)**2 / 2) * time_step
window[0] /= 2


def absorption(current, w):
    """Imaginary permittivity up to one common constant."""
    return np.sum(current * window * np.cos(w * times)) / w


plain = kicked_current("none")
coupled = kicked_current("coupled")
uncoupled = kicked_current("uncoupled")
probes = np.array([0.10, 0.14, 0.18, 0.22])
base = np.array([absorption(plain, w) for w in probes])
ratio_coupled = np.array([absorption(coupled, w + delta) for w in probes]) / base
ratio_uncoupled = np.array([absorption(uncoupled, w + delta) for w in probes]) / base
weakening = (probes / (probes + delta))**2
# finite broadening leaves errors of second order in broadening/energy
assert np.allclose(ratio_coupled, 1, rtol=0.01)
assert np.allclose(ratio_uncoupled, weakening, rtol=0.01)

steady = [np.sum(j * window) / np.sum(window) for j in (plain, coupled, uncoupled)]
false_drude = 1.0
raised_sum = 1.0
for k in k_points:
    gaps, velocity, position = elements(k)
    false_drude -= np.sum(2 * velocity**2 / (gaps + delta)) / len(k_points)
    raised_sum += 2 * delta * np.sum(position**2) / len(k_points)
assert abs(steady[0]) < 1e-4 and abs(steady[1]) < 1e-4
assert abs(steady[2] - false_drude) < 1e-4 and false_drude > 0.01
assert abs(plain[0] - 1) < 1e-4
assert abs(coupled[0] - raised_sum) < 1e-4

# same gap increase, but produced by a stronger local potential
edge = G / 2
old_gaps, old_velocity, old_position = elements(edge)
strong = brentq(lambda s: elements(edge, s)[0][0] - old_gaps[0] - delta, 0.03, 0.08)
new_gaps, new_velocity, new_position = elements(edge, strong)
local_v2 = (new_velocity[0] / old_velocity[0])**2
local_x2 = (new_position[0] / old_position[0])**2
edge_factor = (old_gaps[0] / (old_gaps[0] + delta))**2
assert abs(local_v2 - 1) < 0.05
assert abs(local_x2 - edge_factor) < 0.05

# ---------- Tauc-Lorentz film, energies in eV ----------
gap, centre, width, strength_tl, shift = 4.0, 7.0, 3.0, 120.0, 1.7
far = 60.0


def eps2_plain(w):
    if w <= gap:
        return 0.0
    return (strength_tl * centre * width * (w - gap)**2
            / ((w**2 - centre**2)**2 + width**2 * w**2) / w)


def eps2_rigid(w):
    return eps2_plain(w - shift)


def eps2_weak(w):
    return ((w - shift) / w)**2 * eps2_plain(w - shift)


def integral(function, start):
    return (quad(function, start, far, limit=300)[0]
            + quad(function, far, np.inf, limit=300)[0])


def eps1(spectrum, onset, photon):
    """Real permittivity by the Kramers-Kronig relation."""
    def regular(x):
        return x * spectrum(x) / (x**2 - photon**2)
    if photon < onset:
        return 1 + 2 / np.pi * integral(regular, onset)
    near = quad(lambda x: x * spectrum(x) / (x + photon), onset, far,
                weight="cauchy", wvar=photon, limit=300)[0]
    return 1 + 2 / np.pi * (near + quad(regular, far, np.inf)[0])


def eps1_subtracted(spectrum, onset, photon):
    """Same quantity with the singular point removed by subtraction."""
    pole = photon * spectrum(photon)

    def smooth(x):
        return (x * spectrum(x) - pole) / (x**2 - photon**2)
    total = sum(quad(smooth, a, b, limit=300)[0]
                for a, b in ((0, onset), (onset, photon), (photon, far)))
    return 1 + 2 / np.pi * (total + quad(smooth, far, np.inf)[0])


def index_from_transitions(photon, offset, slope=0.0):
    """Index when each transition moves and keeps its position element."""
    def term(x):
        moved = x + offset + slope * (x - gap)
        return eps2_plain(x) * moved / (moved**2 - photon**2)
    return np.sqrt(1 + 2 / np.pi * integral(term, gap))


hc = const.h * const.c / const.e * 1e9
red_nm, uv_nm = 633.0, 193.0
red, uv = hc / red_nm, hc / uv_nm
onset = gap + shift
models = (("uncorrected", eps2_plain, gap), ("rigid shift", eps2_rigid, onset),
          ("unrescaled velocity", eps2_weak, onset))
results = {}
for name, spectrum, start in models:
    peak = minimize_scalar(lambda w: -spectrum(w), bounds=(start, 15),
                           method="bounded", options={"xatol": 1e-8})
    e1 = eps1(spectrum, start, uv)
    assert abs(e1 - eps1_subtracted(spectrum, start, uv)) < 1e-4
    kappa = np.sqrt(e1 + 1j * spectrum(uv)).imag
    results[name] = dict(
        peak=peak.x, height=-peak.fun, static=eps1(spectrum, start, 0.0),
        index=np.sqrt(eps1(spectrum, start, red)), uv2=spectrum(uv),
        alpha=4 * np.pi * kappa / (uv_nm * 1e-7),
        area=integral(spectrum, start),
        fsum=integral(lambda w: w * spectrum(w), start))
old, rigid, weak = (results[m[0]] for m in models)
assert abs(rigid["area"] / old["area"] - 1) < 1e-5
assert abs(rigid["fsum"] / (old["fsum"] + shift * old["area"]) - 1) < 1e-5
assert abs(rigid["index"] - index_from_transitions(red, shift)) < 1e-5
assert weak["index"] < rigid["index"] < old["index"]
assert weak["peak"] > rigid["peak"] and weak["fsum"] < old["fsum"]

thickness = 100.0
misread = thickness * rigid["index"] / weak["index"]

# ---------- sizes of neglected effects; the inputs are rough ----------
reduced_mass, static_screening = 0.5, 20.0
rydberg = const.value("Rydberg constant times hc in eV")
bohr_nm = const.value("Bohr radius") * 1e9
excitons = []
for screening in (rigid["static"], static_screening):
    binding = rydberg * reduced_mass / screening**2
    y = 2 * np.pi * np.sqrt(binding / (uv - onset))
    excitons.append((screening, binding, bohr_nm * screening / reduced_mass,
                     y / (1 - np.exp(-y))))
slope, local_loss, heating, gap_rate = 0.10, 0.05, 100.0, 0.5
n0 = rigid["index"]
dn_exciton = index_from_transitions(red, shift - excitons[0][1]) - n0
dn_slope = index_from_transitions(red, shift, slope) - n0
dn_local = np.sqrt(1 + (1 - local_loss) * (n0**2 - 1)) - n0
dn_heat = index_from_transitions(red, shift - heating * gap_rate * 1e-3) - n0

print(f"Crystal: period {period:.1f} bohr, potential coefficient {potential:.3f} Ha")
print(f"Crystal: edge gap {old_gaps[0]:.4f} Ha, scissors shift {delta:.3f} Ha")
print(f"Crystal: spectral broadening {broadening:.3f} Ha")
for w, a, b, c in zip(probes, ratio_coupled, ratio_uncoupled, weakening):
    print(f"w={w:.2f} Ha: eps2(w+shift)/old eps2(w), coupled {a:.4f}, "
          f"uncoupled {b:.4f}, formula {c:.4f}")
print(f"Steady current, no scissors / coupled: {abs(steady[0]):.4f} / {abs(steady[1]):.4f}")
print(f"Steady current, uncoupled: {steady[2]:.4f}; formula {false_drude:.4f}")
print(f"Initial current (f-sum), none / coupled: {plain[0]:.4f} / {coupled[0]:.4f}")
print(f"Local gap opening: potential coefficient {strong:.4f} Ha")
print(f"Local gap opening: squared velocity ratio {local_v2:.4f}")
print(f"Local gap opening: squared position ratio {local_x2:.4f}")
print(f"Squared gap ratio at the edge {edge_factor:.4f}")
print(f"Film: old gap {gap:.1f} eV, shift {shift:.1f} eV, new gap {onset:.1f} eV")
print(f"Film: Tauc-Lorentz A {strength_tl:.0f} eV, E0 {centre:.1f} eV, C {width:.1f} eV")
print(f"Photon energy at {red_nm:.0f} nm: {red:.3f} eV; at {uv_nm:.0f} nm: {uv:.3f} eV")
print(f"Weakening factor at new gap {(gap / onset)**2:.3f}, "
      f"at {uv_nm:.0f} nm {((uv - shift) / uv)**2:.3f}")
for name, r in results.items():
    print(f"{name}: peak at {r['peak']:.3f} eV, height {r['height']:.3f}")
    print(f"{name}: electronic eps1(0) {r['static']:.3f}, index at 633 nm {r['index']:.3f}")
    print(f"{name}: at 193 nm eps2 {r['uv2']:.3f}, absorption {r['alpha']:.3e} 1/cm")
    print(f"{name}: area / old {r['area'] / old['area']:.3f}, "
          f"f-sum / old {r['fsum'] / old['fsum']:.3f}")
print(f"True thickness {thickness:.0f} nm, read with weakened index {misread:.1f} nm")
print(f"Index error from unrescaled velocity {weak['index'] - n0:+.3f}")
print(f"Rough reduced mass {reduced_mass:.1f} electron masses")
for screening, binding, radius, enhancement in excitons:
    print(f"Exciton, screening {screening:.2f}: binding {binding:.3f} eV, "
          f"radius {radius:.2f} nm")
    print(f"  edge enhancement of eps2 at 193 nm: factor {enhancement:.2f}")
print(f"Index change, all gaps lowered by larger binding {dn_exciton:+.3f}")
print(f"Index change, correction growing {slope:.2f} eV per eV {dn_slope:+.3f}")
print(f"Index change, local fields removing {100 * local_loss:.0f} % of eps-1 {dn_local:+.3f}")
print(f"Heating {heating:.0f} K at {gap_rate:.1f} meV/K: index change {dn_heat:+.4f}")
print("no test failed")
```

Printed output:

```
Crystal: period 8.0 bohr, potential coefficient 0.030 Ha
Crystal: edge gap 0.0599 Ha, scissors shift 0.030 Ha
Crystal: spectral broadening 0.003 Ha
w=0.10 Ha: eps2(w+shift)/old eps2(w), coupled 1.0010, uncoupled 0.5912, formula 0.5917
w=0.14 Ha: eps2(w+shift)/old eps2(w), coupled 1.0003, uncoupled 0.6780, formula 0.6782
w=0.18 Ha: eps2(w+shift)/old eps2(w), coupled 1.0002, uncoupled 0.7346, formula 0.7347
w=0.22 Ha: eps2(w+shift)/old eps2(w), coupled 1.0001, uncoupled 0.7743, formula 0.7744
Steady current, no scissors / coupled: 0.0000 / 0.0000
Steady current, uncoupled: 0.2785; formula 0.2785
Initial current (f-sum), none / coupled: 1.0000 / 1.3955
Local gap opening: potential coefficient 0.0452 Ha
Local gap opening: squared velocity ratio 1.0118
Local gap opening: squared position ratio 0.4490
Squared gap ratio at the edge 0.4437
Film: old gap 4.0 eV, shift 1.7 eV, new gap 5.7 eV
Film: Tauc-Lorentz A 120 eV, E0 7.0 eV, C 3.0 eV
Photon energy at 633 nm: 1.959 eV; at 193 nm: 6.424 eV
Weakening factor at new gap 0.492, at 193 nm 0.541
uncorrected: peak at 7.246 eV, height 7.558
uncorrected: electronic eps1(0) 3.457, index at 633 nm 1.906
uncorrected: at 193 nm eps2 5.346, absorption 6.286e+05 1/cm
uncorrected: area / old 1.000, f-sum / old 1.000
rigid shift: peak at 8.946 eV, height 7.558
rigid shift: electronic eps1(0) 3.027, index at 633 nm 1.765
rigid shift: at 193 nm eps2 0.306, absorption 4.316e+04 1/cm
rigid shift: area / old 1.000, f-sum / old 1.147
unrescaled velocity: peak at 9.007 eV, height 4.966
unrescaled velocity: electronic eps1(0) 2.388, index at 633 nm 1.564
unrescaled velocity: at 193 nm eps2 0.166, absorption 2.746e+04 1/cm
unrescaled velocity: area / old 0.710, f-sum / old 0.877
True thickness 100 nm, read with weakened index 112.9 nm
Index error from unrescaled velocity -0.201
Rough reduced mass 0.5 electron masses
Exciton, screening 3.03: binding 0.743 eV, radius 0.32 nm
  edge enhancement of eps2 at 193 nm: factor 6.37
Exciton, screening 20.00: binding 0.017 eV, radius 2.12 nm
  edge enhancement of eps2 at 193 nm: factor 1.56
Index change, all gaps lowered by larger binding +0.054
Index change, correction growing 0.10 eV per eV -0.026
Index change, local fields removing 5 % of eps-1 -0.030
Heating 100 K at 0.5 meV/K: index change +0.0034
no test failed
```
